\section*{Thickness fringes of a 100 nm film in the symmetric 004 reflection}

\section*{Question}

I want to find the thickness of a silicon-like (001) film from its symmetric 004 rocking curve, taken with copper K$\alpha$ radiation. To know what to look for, I am trying to predict the fringe separation for a thickness of 100 nm. My starting point is that one fringe should correspond to a change $2\pi/t$ in the momentum transfer along the surface normal.

I am stuck on turning that into an angle. Is it the sample angle $\omega$ or the detector angle $2\theta$? For $N$ atomic layers of spacing $d$, is the thickness $Nd$ or $(N-1)d$? Does it matter how the detector moves, and does the substrate under the film shift the fringes? How large is the separation, and how far can I trust a thickness obtained from it?

\section*{Answer}

Your starting point is right. I first treat the film alone, with one sharp wavelength $\lambda$ and weak scattering, so that each photon scatters at most once. The substrate and the other corrections follow.

\subsection*{The film as a stack of equal layers}

The cubic cell of the diamond structure, with edge $a$, holds eight atoms. Along [001] they sit in pairs at heights $0$, $a/4$, $a/2$ and $3a/4$. With atomic form factor $f$, the structure factor of the $00l$ reflection is
\begin{equation}
F_{00l}=2f\left[1+i^{\,l}+(-1)^l+(-i)^l\right].
\end{equation}
It vanishes for $l=1,2,3$ and equals $8f$ for $l=4$. The 004 reflection is therefore the first-order reflection of a stack of equal layers with spacing $d=a/4$.

Let $q$ be the momentum transfer along the normal, in units of $\hbar$. The $N$ layers add up as a geometric series:
\begin{equation}
\sum_{n=0}^{N-1}e^{iqnd}=\frac{1-e^{iqNd}}{1-e^{iqd}},
\qquad
I\propto\frac{\sin^2(qNd/2)}{\sin^2(qd/2)} .
\end{equation}
The numerator vanishes when $qNd=2\pi n$ with integer $n$. At $n=N$ the denominator vanishes too, and this is the Bragg peak. The neighbouring values $n=N+m$, with $m=\pm1,\pm2,\dots$, are the fringe minima. Their period in $q$ is $2\pi/(Nd)$, so the thickness that belongs in the formula is $t=Nd$.

\subsection*{From momentum transfer to angle}

Let $k=2\pi/\lambda$, and let $\omega$ be the angle between the incident beam and the surface. A film that is wide compared with its thickness conserves the wavevector component along the surface. For a symmetric reflection this gives $k\cos\omega_{\rm out}=k\cos\omega$, so the exit angle equals the incidence angle and
\begin{equation}
q=k\sin\omega+k\sin\omega_{\rm out}=2k\sin\omega .
\end{equation}
Setting $qt=2\pi n$ gives the minima,
\begin{equation}
\sin\omega_n=\frac{n\lambda}{2t}. \label{zeros}
\end{equation}
Subtract two neighbours and write $\Delta\omega=\omega_{n+1}-\omega_n$, with $\bar\omega$ for their mean:
\begin{equation}
\sin\omega_{n+1}-\sin\omega_n
=2\cos\bar\omega\,\sin\frac{\Delta\omega}{2}=\frac{\lambda}{2t}.
\end{equation}
Since $\Delta\omega$ is about a milliradian, $2\sin(\Delta\omega/2)\simeq\Delta\omega$. Near the Bragg angle $\theta_B$,
\begin{equation}
\boxed{\;\Delta\omega=\frac{\lambda}{2t\cos\theta_B}\;} \label{main}
\end{equation}

For the K$\alpha_1$ line $\lambda=0.154059$ nm, and the silicon lattice parameter is $a=0.543102$ nm. Then $d=0.135776$ nm, and $\sin\theta_B=\lambda/(2d)$ gives $\theta_B=34.564^\circ$ and $\cos\theta_B=0.82349$. Hence
\begin{equation}
\Delta\omega=\frac{0.154059}{2\times100\times0.82349}
=9.354\times10^{-4}\ {\rm rad}=193\ {\rm arcsec}.
\end{equation}
This is the separation in the rocking angle $\omega$. If the horizontal axis is $2\theta$, the same fringes are 386 arcsec apart. Taking one axis for the other changes the inferred thickness by a factor of two.

The formula needs $\cos\theta_B$ well away from zero. Near backscattering, $\sin\omega$ is stationary and the linear step fails, although (\ref{zeros}) still holds within this model.

\subsection*{The detector matters}

The derivation needs a detector that accepts the beam at exit angle $\omega$. It may be wide open, or it may follow at $2\omega$. If instead a narrow detector stays at $2\theta_B$ while the sample turns by $\delta$, the angles to the surface are $\theta_B+\delta$ and $\theta_B-\delta$, and
\begin{equation}
q=k\left[\sin(\theta_B+\delta)+\sin(\theta_B-\delta)\right]
=2k\sin\theta_B\cos\delta .
\end{equation}
To first order in $\delta$ this does not change. For the 740-layer film described below, a turn of 1000 arcsec moves $q$ by 0.0087 of a fringe period. The component along the surface changes by $2k\sin\theta_B\sin\delta$, so this scan runs across the line of fringes and does not resolve them.

\subsection*{What the substrate does}

Let the film layers have spacing $d_f=d(1+\varepsilon)$ on a thick substrate of spacing $d$, with equal scattering strength per layer. Measure the distance from each Bragg peak in fringe periods $2\pi/t$, where $t=Nd_f$:
\begin{equation}
x_f=\frac{qt}{2\pi}-N,\qquad
x_s=\frac{qt}{2\pi}-\frac{t}{d}=x_f-N\varepsilon .
\end{equation}
The film contributes $(1-e^{i\varphi})/(1-e^{iqd_f})$ with $\varphi=qt$. The substrate begins after the film and contributes $e^{i\varphi}/(1-e^{iqd})$. Near the peaks the denominators are $-2\pi i x_f/N$ and, for small $\varepsilon$, $-2\pi i x_s/N$. Apart from a common factor, the amplitude is
\begin{equation}
\frac{1-e^{i\varphi}}{x_f}+\frac{e^{i\varphi}}{x_s}
=\frac{1-u\,e^{i\varphi}}{x_f},\qquad
u=1-\frac{x_f}{x_s}=-\frac{N\varepsilon}{x_s},
\end{equation}
and the intensity is
\begin{equation}
I\propto\frac{1+u^2-2u\cos\varphi}{x_f^2}. \label{sub}
\end{equation}
Where $u>0$, which is the film's side of the substrate peak, the minima stay near $\varphi=2\pi n$ as long as the mismatch is not too small. For 740 layers the falling factor $1/x_f^2$ displaces them by about 0.1 period at $\varepsilon=-0.03\%$, and at $\varepsilon=-0.01\%$ none of the first nine is left. Beyond the substrate peak $u$ changes sign and the minima move by half a period, so do not count fringes across that peak. If $\varepsilon\to0$, then $u\to0$ and the fringes vanish: a film identical to its substrate has no visible thickness in this measurement.

\subsection*{A worked film on a substrate}

Take $N=740$ and $\varepsilon=-0.5\%$. Then $d_f=0.135097$ nm and $t=99.97$ nm, and the film peak lies 715 arcsec above the substrate peak. Equation (\ref{main}) at the film's Bragg angle, $34.763^\circ$, gives 193.5 arcsec.

For comparison I solved the wave equation numerically through the periodic electron density, for an electric field normal to the plane of incidence. Each lattice period was cut into 64 uniform slices joined by transfer matrices, and the substrate carried the wave that decays with depth. This calculation includes refraction, absorption and multiple scattering. Its inputs were 14 electrons per atom for the mean density, and the rough values $f=7.5$ electrons and an absorption coefficient of 14 mm$^{-1}$.

From the first to the ninth minimum above the film peak, the mean spacing in the computed curve is 194.17 arcsec. Equation (\ref{main}) gives 194.10 arcsec when $\cos\theta_B$ is replaced by the cosine at the middle of that range. Turning the computed spacing back into a thickness gives
\begin{equation}
t=\frac{\lambda}{2\,\Delta\omega\cos\bar\omega}=99.94\ {\rm nm},
\end{equation}
which is 0.04\% below the value put in. A residual this small depends on how the interface is drawn: for sharp atomic planes it is $-0.04\%$ if the spacing across the interface is the mean of $d$ and $d_f$, and $+0.03\%$ if it is $d_f$, a difference of half a layer. It also grows as the mismatch falls, to about $-0.2\%$ at $\varepsilon=-0.1\%$. The spacing exceeds 193.5 arcsec mainly because $\cos\omega$ falls as $\omega$ rises. For the same film without a substrate, the computed spacing grows from 193.6 arcsec between the first two minima to 194.7 arcsec between the ninth and tenth.

The substrate also sets the depth of the fringes. At $x_f=5.5$, near a maximum, the intensity predicted by (\ref{sub}) is 4.92 times that at the minimum $x_f=5$; the wave solution gives 4.75. With one fifth of the mismatch and the same 740 layers, the ratios are 1.36 and 1.35. The wave values depend on the density model by a few percent: with sharp atomic planes and the surface half a spacing above the top plane they are 4.94 and 1.36. The fringes do fade as the two lattices approach each other.

Measure between minima. For the film alone, let $x=\pi x_f=qt/2-N\pi$, which is zero at the film's Bragg peak. Near the peak, $I\propto(\sin x/x)^2$. Its side maxima obey $\tan x=x$, and the first two on one side are 1.029 periods apart. Using that pair as one period makes the thickness about 2.8\% too small.

\subsection*{Refraction and multiple scattering}

Let $\chi_0$ be the mean susceptibility, here $-1.49\times10^{-5}$. Inside the film the normal wavenumber is $k\sqrt{\sin^2\omega+\chi_0}$, so the minima obey
\begin{equation}
\sin^2\omega_n=\left(\frac{n\lambda}{2t}\right)^2-\chi_0 .
\end{equation}
A small shift $\delta\omega$ changes the left side by $2\sin\omega\cos\omega\,\delta\omega=\sin2\omega\,\delta\omega$. Therefore $\delta\omega=-\chi_0/\sin2\omega$, or 3.3 arcsec. It is nearly the same for all the fringes considered and almost cancels from their spacing.

For multiple scattering, let the susceptibility vary as $\chi_0+2\chi_h\cos(2\pi z/d_f)$ with depth $z$. At the peak, write the field as $T(z)e^{iKz}+R(z)e^{-iKz}$ with $K=\pi/d_f\simeq k\sin\theta_B$. Keeping the slowly varying, resonant terms of the wave equation and neglecting absorption gives
\begin{equation}
T'=i\kappa R,\qquad R'=-i\kappa T,\qquad
\kappa=\frac{k\chi_h}{2\sin\theta_B}.
\end{equation}
No wave enters from below, so $R(t)=0$. The solution is $T\propto\cosh\kappa(z-t)$ and $R\propto-i\sinh\kappa(z-t)$, and the peak reflectivity is $\tanh^2(\kappa t)$. With $|\chi_h|=7.97\times10^{-6}$ one finds $|\kappa t|=0.0285$ and a reflectivity of $8.1\times10^{-4}$. The film scatters weakly, as assumed. When $|\kappa t|$ approaches one, the layer sum is no longer adequate near the peak.

\subsection*{The source and real films}

``Copper K$\alpha$'' is a doublet. A relative wavelength difference $r$ shifts the pattern by $r\tan\theta_B$. Divided by (\ref{main}), this is $2tr\sin\theta_B/\lambda=Nr$ periods. With the rough value $r=0.0025$, the K$\alpha_2$ pattern lies 358 arcsec higher, or 1.85 periods. Its main peak, with roughly half the K$\alpha_1$ intensity, covers the first fringes on that side. Farther out the damage is small for this thickness, because 1.85 is close to a whole number. For the film alone and two sharp lines, the visibility $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ between the fifth and sixth minima falls from 1 to 0.92. At 600 layers the shift would be 1.5 periods, and maxima of one pattern would lie near minima of the other. Select K$\alpha_1$.

Even that line has a width, roughly $3\times10^{-4}$ of its wavelength, or $w=43$ arcsec here. Averaging a cosine of period $\Delta\omega$ over a Lorentzian of full width $w$ at half maximum multiplies it by $\exp(-\pi w/\Delta\omega)$, the Fourier transform of the Lorentzian. The factor is 0.50, so a pure cosine would lose half its amplitude and keep its period. A rocking curve suffers more, because the Lorentzian also spreads the tails of the strong peaks under the fringes. For the film alone, this sloping background pushes the first minima outward, and the mean spacing of the first nine gives a thickness about 1.7\% too large. For the worked film on its substrate, the tail of the substrate peak is steep enough to remove those nine minima altogether. When all wavelengths arrive from one direction, measuring between minima therefore needs a monochromator that suppresses these tails. The band itself need not be much narrower than the natural line: cutting the line off at its half-maximum points leaves all nine minima of the worked film and changes the thickness obtained from them by only about 0.1\%.

The model also assumes a uniform thickness, which a real film has only approximately. The $m$th minimum lies about $m\,\Delta\omega$ from the film peak, and $\Delta\omega\propto1/t$. At fixed layer spacing, a relative thickness spread $s$ therefore smears that minimum by about $ms$ periods: for $s=5\%$, a quarter of a period at $m=5$. A 1\% error in mean thickness moves the 193 arcsec by 1\%, or about 2 arcsec. Roughness, strain gradients, mosaic structure and beam divergence are not included in these numbers. The 0.04\% agreement above therefore measures the formula against an ideal film, and is not the accuracy to expect from a measurement.
